# Damping Threshold for Electron Shuttling in a Movable Single-Electron Dot

## The problem

A small metal dot of mass $m$ sits between two electrodes on a spring of angular frequency $\omega$. It carries $n=0$ or $1$ extra electron. The bias is high, so electrons enter from the left electrode and leave to the right one. With $x$ positive to the right, the tunnelling rates are

$$\Gamma_L(x)=\Gamma_L(0)\,e^{-x/\lambda},\qquad \Gamma_R(x)=\Gamma_R(0)\,e^{+x/\lambda}.$$

Here $\lambda$ is the decay length of the rate; that of the tunnelling amplitude is $2\lambda$. The field pushes an electron to the right with force $eE$, where $e>0$, and friction exerts the force $-m\gamma\dot x$. Constant forces are absorbed in the origin of $x$.

Let $P$ be the mean occupation. In the mean-field description, where the average of $\Gamma(x)n$ is replaced by $\Gamma(x)P$ at the mean position,

$$\dot P=\Gamma_L(x)(1-P)-\Gamma_R(x)P,\qquad \ddot x+\gamma\dot x+\omega^2x=\frac{eE}{m}P. \tag{1}$$

Below which damping $\gamma_c$ does the dot at rest become unstable and begin to shuttle? Evaluate it for a gold particle of radius 1.5 nm with $\omega=62.83\ \mathrm{ns^{-1}}$ (10 GHz), an effective field of 0.80 MV/cm, $\lambda=0.10$ nm, and both rates equal to $10\ \mathrm{ns^{-1}}$ at $x=0$.

## Linearization

At rest, $\dot P=0$ gives $P_0=\Gamma_L/(\Gamma_L+\Gamma_R)$, and the force balance gives $x_0=d\,P_0(x_0)$, where $d=eE/(m\omega^2)$ is the shift caused by one electron. Since $\Gamma_R/\Gamma_L$ grows as $e^{2x/\lambda}$, $P_0(x)$ falls with $x$, while the left side of $x_0=dP_0(x_0)$ rises. There is therefore one static state. From here on, $\Gamma_L$ and $\Gamma_R$ without an argument are the rates at $x_0$, and $\Gamma=\Gamma_L+\Gamma_R$.

Put $x=x_0+\delta x$ and $P=P_0+\delta P$. The derivatives of the rates are $-\Gamma_L/\lambda$ and $+\Gamma_R/\lambda$, so to first order

$$\delta\dot P=-\Gamma\,\delta P-\frac1\lambda\left[\Gamma_L(1-P_0)+\Gamma_RP_0\right]\delta x .$$

With $1-P_0=\Gamma_R/\Gamma$ and $P_0=\Gamma_L/\Gamma$, both terms in the bracket equal $\Gamma_L\Gamma_R/\Gamma$. Hence

$$\delta\dot P=-\Gamma\,\delta P-B\,\delta x,\quad B=\frac{2\Gamma_L\Gamma_R}{\Gamma\lambda};\qquad
\delta\ddot x+\gamma\,\delta\dot x+\omega^2\delta x=\frac{eE}{m}\delta P. \tag{2}$$

The coupling enters through the product $K=eEB/m=2eE\,\Gamma_L\Gamma_R/(m\lambda\Gamma)$.

## A tempting solution

If the charge followed the position at once, $\delta P=-(B/\Gamma)\delta x$ would merely stiffen the spring. The instability must come from the delay. The charge relaxes in a time $1/\Gamma$, so it seems natural to use the position a time $1/\Gamma$ earlier and expand:

$$\delta P\approx-\frac B\Gamma\,\delta x\!\left(t-\frac1\Gamma\right)\approx-\frac B\Gamma\left(\delta x-\frac{\delta\dot x}{\Gamma}\right).$$

Inserting this in (2) gives

$$\delta\ddot x+\left(\gamma-\frac K{\Gamma^2}\right)\delta\dot x+\left(\omega^2+\frac K\Gamma\right)\delta x=0,$$

and the threshold appears to be $K/\Gamma^2$.

For the gold particle, the mass is $2.728\times10^{-22}$ kg and the stiffness $m\omega^2=1.077$ N/m. The force $eE=1.28\times10^{-11}$ N gives $d=11.90$ pm, so $d/\lambda=0.119$. The static position is $x_0=5.62$ pm, where the rates are 9.454 and $10.578\ \mathrm{ns^{-1}}$ and $\Gamma=20.032\ \mathrm{ns^{-1}}$. Using $eE/m=d\omega^2$,

$$K=2(0.1190)(62.83)^2\,\frac{9.454\times10.578}{20.032}\approx4690\ \mathrm{ns^{-3}},$$

and the tempting threshold is $4690/20.032^2\approx11.7\ \mathrm{ns^{-1}}$.

## The fault

The expansion drops terms of relative size $(\omega/\Gamma)^2$, which is safe when the dot moves slowly compared with charge relaxation. Here $\omega/\Gamma=3.14$. The position a time $1/\Gamma$ earlier belongs to a different part of the cycle, and the charge has no time to respond fully.

The response to a steady oscillation needs no expansion. For $\delta x\propto e^{i\Omega t}$, the charge equation gives

$$\delta P=-\frac{B}{\Gamma+i\Omega}\,\delta x=-\frac{B\Gamma}{\Gamma^2+\Omega^2}\,\delta x+\frac{B}{\Gamma^2+\Omega^2}\,\delta\dot x, \tag{3}$$

because $i\Omega\,\delta x=\delta\dot x$. The first part stiffens the spring. The second pushes along the velocity: the electron is more likely to be aboard while the dot moves right than while it moves left, so the field does net work. The resulting negative damping is $K/(\Gamma^2+\Omega^2)$. The tempting solution has lost the $\Omega^2$.

## The right solution

It remains to find $\Omega$ and the stable side. With all perturbations proportional to $e^{st}$, eliminating $\delta P$ from (2) gives

$$(s^2+\gamma s+\omega^2)(s+\Gamma)+K=0. \tag{4}$$

All coefficients of this cubic are positive, so no root is zero or positive. Stability can be lost only by a complex pair crossing the imaginary axis. Set $s=i\Omega$ with $\Omega\neq0$. The imaginary and real parts are

$$\Omega(\omega^2-\Omega^2)+\gamma\Gamma\Omega=0,\qquad \Gamma(\omega^2-\Omega^2)-\gamma\Omega^2+K=0.$$

The first gives $\Omega^2=\omega^2+\gamma\Gamma$. Then $\omega^2-\Omega^2=-\gamma\Gamma$, and the second becomes

$$\gamma(\Gamma^2+\Omega^2)=K,\quad\text{that is}\quad \Gamma\gamma^2+(\omega^2+\Gamma^2)\gamma-K=0. \tag{5}$$

This agrees with (3). The product of the two solutions for $\gamma$ is negative, so one is positive:

$$\boxed{\gamma_c=\frac{-(\omega^2+\Gamma^2)+\sqrt{(\omega^2+\Gamma^2)^2+4\Gamma K}}{2\Gamma}} \tag{6}$$

To find the stable side, write (4) as $s^3+a_2s^2+a_1s+a_0=0$, with $a_2=\gamma+\Gamma$, $a_1=\omega^2+\gamma\Gamma$ and $a_0=\omega^2\Gamma+K$. Let the roots be $-r$, with $r>0$, and a complex pair $\sigma\pm i\nu$, and put $q=\sigma^2+\nu^2$. Multiplying out the factors gives $a_2=r-2\sigma$, $a_1=q-2\sigma r$ and $a_0=rq$, so

$$a_2a_1-a_0=-2\sigma\,(r^2-2\sigma r+q)=-2\sigma\left[(r-\sigma)^2+\nu^2\right].$$

The bracket is positive, so the pair decays when $a_2a_1>a_0$. If all roots are real, they are negative and the state is stable; the same algebra again gives $a_2a_1>a_0$. In terms of the parameters,

$$a_2a_1-a_0=\Gamma\gamma^2+(\omega^2+\Gamma^2)\gamma-K,$$

which is negative for $0\le\gamma<\gamma_c$ and positive above. The static state is therefore unstable below $\gamma_c$.

As a test, eigenvalues were computed from a finite-difference linearization of (1) for 25 random cases with unequal rates and $d/\lambda$ between 0.05 and 3. The largest error of (6), relative to $\gamma_c$, was $4.3\times10^{-11}$.

For the gold particle, $\omega^2+\Gamma^2\approx4349\ \mathrm{ns^{-2}}$, and the square root in (6) exceeds this by $43.0\ \mathrm{ns^{-2}}$. Hence

$$\gamma_c\approx\frac{43.0}{2(20.032)}\approx1.07\ \mathrm{ns^{-1}},\qquad \frac{\omega}{\gamma_c}\approx58.5 .$$

The tempting value was too large by a factor of about 11.

## Limits of the threshold

When $4\Gamma K\ll(\omega^2+\Gamma^2)^2$, expanding the root in (6) gives $\gamma_c\approx K/(\omega^2+\Gamma^2)$. For the example this is $1.078\ \mathrm{ns^{-1}}$, 0.5% above the full result. If the static rates are also equal, $K=d\omega^2\Gamma/(2\lambda)$ and

$$\gamma_c\approx\frac{d\,\omega^2}{2\lambda}\,\frac{\Gamma}{\omega^2+\Gamma^2}. \tag{7}$$

With $d$, $\lambda$ and $\omega$ fixed, this tends to $d\omega^2/(2\lambda\Gamma)$ for fast tunnelling, where the tempting solution is right. For slow tunnelling it tends to $d\Gamma/(2\lambda)$: few electrons are exchanged per cycle and the pumping vanishes, whereas the tempting formula diverges. The maximum, $d\omega/(4\lambda)$, lies at $\Gamma=\omega$.

## Does shuttling stop at the same damping?

Linear theory says when motion starts from rest. Whether a large orbit can survive above $\gamma_c$ depends on how the pumping changes with amplitude. Take weak coupling and equal static rates, and write $u=(x-x_0)/\lambda=a\cos\omega t$ and $p=P-\tfrac12$. The charge equation becomes

$$\dot p=-\Gamma p\cosh u-\tfrac12\Gamma\sinh u .$$

Expand $p=p_1+p_3+\dots$ in powers of $a$:

$$\dot p_1+\Gamma p_1=-\tfrac12\Gamma u,\qquad \dot p_3+\Gamma p_3=-\tfrac12\Gamma u^2p_1-\tfrac1{12}\Gamma u^3 .$$

Let $q_j$ be the complex amplitude of $p_j$ at frequency $\omega$, so that this part of $p_j$ is $\mathrm{Re}(q_je^{i\omega t})$, and let $D=\omega^2+\Gamma^2$. Then

$$q_1=-\frac{\Gamma a(\Gamma-i\omega)}{2D}.$$

Since $u^2=\tfrac12a^2(1+\cos2\omega t)$, the product $u^2p_1$ has the amplitude $\tfrac12a^2(q_1+\tfrac12q_1^*)$ at frequency $\omega$; that of $u^3$ is $\tfrac34a^3$. The source of $p_3$ at this frequency is therefore

$$S=-\frac{\Gamma a^2}{4}\left(q_1+\frac{q_1^*}{2}\right)-\frac{\Gamma a^3}{16}
=\frac{\Gamma a^3}{16}\left[\frac{3\Gamma^2}{D}-1-\frac{i\Gamma\omega}{D}\right].$$

With $q_3=S(\Gamma-i\omega)/D$,

$$\mathrm{Im}\,q_3=\frac{\Gamma\omega a^3}{16D}\left[1-\frac{4\Gamma^2}{D}\right]=\frac{\Gamma\omega a^3(\omega^2-3\Gamma^2)}{16D^2}.$$

The mean power of the field is $eE\lambda\langle p\dot u\rangle=\tfrac12eE\lambda a\omega\,\mathrm{Im}\,q$, where $q=q_1+q_3$. Friction removes $\tfrac12m\gamma\lambda^2a^2\omega^2$. They balance at $\gamma=\gamma_p(a)=eE\,\mathrm{Im}\,q/(m\lambda\omega a)$, so that

$$\frac{\gamma_p(a)}{\gamma_p(0)}=1+\frac{a^2(\omega^2-3\Gamma^2)}{8(\omega^2+\Gamma^2)}+\dots,\qquad \gamma_p(0)=\frac{K}{\omega^2+\Gamma^2}. \tag{8}$$

For $\omega<\sqrt3\,\Gamma$ the pumping weakens with amplitude, and a small orbit grows continuously as $\gamma$ falls below $\gamma_c$. For $\omega>\sqrt3\,\Gamma$ it strengthens, the onset is a jump, and there is hysteresis. The coefficient of $a^2$ was tested against periodic solutions of the charge equation: for $\Gamma/\omega=0.2$ both give 0.1058, and for $\Gamma/\omega=2$ they give $-0.2743$ (numerical) and $-0.2750$ (formula).

The gold particle, with nearly equal rates, is on the hysteretic side. Periodic solutions of (1) exist up to about $1.17\gamma_c$; an energy balance with the frequency and centre held fixed gives the slightly higher $1.18\gamma_c$. In the mean-field equations at $1.09\gamma_c$, an oscillation started from a 30 pm displacement had shrunk to an amplitude of 12 pm after about 20 ns, while a large orbit settled at about 0.265 nm. At $0.8\gamma_c$ the small start grew to 0.36 nm. The current rose from 0.80 nA in the static state to 1.66 nA, or about one electron per cycle.

## Noise from single electrons

The real charge jumps between 0 and 1. At rest its correlation function is $P_0(1-P_0)e^{-\Gamma|\tau|}$, with spectrum

$$S_n(\omega)=\frac{2\Gamma P_0(1-P_0)}{\Gamma^2+\omega^2}=\frac{2\Gamma_L\Gamma_R}{\Gamma D}.$$

Above threshold, for weak coupling and small motion, the dot is an oscillator with net damping $\gamma-\gamma_c$ driven by this noise. Integrating its narrow resonance gives

$$\langle\delta x^2\rangle=\frac{\omega^2d^2S_n(\omega)}{2(\gamma-\gamma_c)}=\frac{d\lambda}{2}\,\frac{\gamma_c}{\gamma-\gamma_c}, \tag{9}$$

where the last step uses $\gamma_c\approx2d\omega^2\Gamma_L\Gamma_R/(\lambda\Gamma D)$. A simulation with integer charge, $d/\lambda=0.02$ and $\gamma=2\gamma_c$ gave 0.98 times this variance.

A sharp threshold therefore needs $d\ll\lambda$. For the gold particle at $2\gamma_c$, (9) gives 24 pm and the simulation 27 pm. At $1.5\gamma_c$ the simulated value is 41 pm, and at $0.8\gamma_c$ it settles at about 253 pm, the mean-field amplitude divided by $\sqrt2$ (a run from rest averaged between 12 and 24 ns gives about 243 pm, because the orbit is still growing). At $1.09\gamma_c$, (9) would give about 80 pm, close to $\lambda$ and beyond its own range. There the noise lifts the dot from rest onto the large orbit within a few tens of nanoseconds, and it seldom falls back, so for this particle the rest state of the mean-field equations is short-lived at that damping.

## The model beside a real device

The parameters are rough values for a gold particle held by organic linkers at 4.2 K, with 0.4 V across a 5 nm electrode gap.

- **Field.** The value 0.80 MV/cm is voltage divided by gap, but the true force on a metal particle depends on the geometry. For a sphere centred between flat electrodes it is about 1.27 times larger, which raises $\gamma_c$ to about $1.36\ \mathrm{ns^{-1}}$. If the full voltage fell across the two 1 nm linkers and the effective field were 2.0 MV/cm, $\gamma_c$ would rise about 2.5-fold, since it is nearly proportional to $E$ at weak coupling.
- **Tunnelling.** If squeezing a linker changes the rate less than assumed, the effective $\lambda$ is longer; doubling it, with the static rates fixed, roughly halves $\gamma_c$. The change of electron energy with position lowers $\gamma_c$ by 4%, to $1.03\ \mathrm{ns^{-1}}$.
- **Charge states.** Suppose a gate holds the dot midway between its two charge states. With the capacitance of an isolated sphere in a medium of relative permittivity 2.5, a second electron is blocked by about 0.18 eV. Flat electrodes 1 nm from the surface raise the capacitance about 1.7-fold and leave only about 0.02 eV at rest. This still exceeds $k_BT=0.36$ meV, but a relative permittivity of about 2.8 would remove it at rest. In a large orbit it also vanishes while the dot is far to the right, although electrons enter only slowly from the left there. Where a second electron can enter, more charge states have to be included, so a real device needs a lower bias or a smaller capacitance for a safe margin. These estimates treat the dot's spectrum as continuous, although with about 830 atoms the level spacing is of order 9 meV, far above $k_BT$ and not small against a margin of 0.02 eV.
- **Motion.** Thermal motion without the bias is about 7 pm. The large orbit is less certain than the threshold: it uses over a third of the linker thickness, and the estimated van der Waals stiffness doubles from 0.20 N/m at rest to 0.42 N/m at closest approach, against a spring of 1.08 N/m. These two estimates use the formula for gaps much smaller than the radius and are too high here, by about 40% at rest and 30% at closest approach; integrating over the whole sphere gives 0.14 and 0.33 N/m. This stiffness softens the spring.

The required quality factor at 10 GHz is about 58.5 for the nominal field and about 46 with the larger force on a centred sphere. Whether such linkers reach it has to be measured; the model takes $\gamma$ as given. The numerical output lists the remaining estimates.

## Computed results

```
worst relative error of threshold, 25 cases: 4.3e-11
G/w=0.200: pumping curvature 0.1058, formula 0.1058
G/w=0.577: pumping curvature -0.0002, formula -0.0000
G/w=2.000: pumping curvature -0.2743, formula -0.2750
noise test: variance / formula = 0.980
radius 1.5 nm, density 19.3 g/cm3
mass = 2.728e-22 kg
frequency 10 GHz, w = 62.83 1/ns
spring stiffness = 1.077 N/m
bias 0.4 V, electrode gap 5.0 nm
effective field = 0.80 MV/cm
rate decay length = 0.10 nm
bare rates, each = 10.0 1/ns
shift d by one electron = 11.90 pm
d/lambda = 0.1190
static position x0 = 5.62 pm
static rates L, R = 9.454, 10.578 1/ns
total static rate G = 20.032 1/ns, w/G = 3.137
K = 4690.25 1/ns^3
critical damping, formula = 1.0731 1/ns
critical damping, eigenvalues = 1.0731 1/ns
critical damping, weak coupling = 1.0784 1/ns
critical quality factor w/gamma_c = 58.5
frequency at threshold / w = 1.00272
largest damping with shuttle = 1.262 1/ns
  ratio to gamma_c = 1.176
  amplitude there = 0.20 nm
hysteresis test damping / gamma_c = 1.088
  small start 30 pm ends at 11.88 pm
  large start ends at 0.265 nm
amplitude at 0.8 gamma_c = 0.358 nm
  from energy balance = 0.359 nm
electrons per cycle at 0.8 gamma_c = 1.037
current: static 0.800, shuttle 1.661 nA
integer charge, 0.8 gamma_c: rms = 243.2 pm
integer charge, 1.5 gamma_c: rms = 40.9 pm
integer charge, 2.0 gamma_c: rms = 26.5 pm
noise formula at 2 gamma_c = 24.4 pm
noise temperature there = 46.4 K
thermal rms at 4.2 K = 7.34 pm
zero-point rms = 1.75 pm
gamma_c, energy-dependent rates = 1.0306 1/ns
second-electron margin = 0.184 eV (eps_r 2.5)
kT = 0.362 meV, hbar G = 0.0132 meV
junction resistance = 124.8 Mohm, h/e^2 = 0.0258 Mohm
  at closest approach = 3.473 Mohm
image-force stiffness = 0.0059 N/m
van der Waals stiffness at rest = 0.200 N/m
  at closest approach = 0.418 N/m
linker thickness = 1.00 nm, field in it up to 2.0 MV/cm
```
